# Finite-size error of a core hole in insulating and metallic supercells

## Problem

A core electron is removed from one atom of a cubic crystal, and the energy is calculated in a periodic cubic cell of side $L$ with the nuclei held fixed. In a PAW or ultrasoft calculation, the hole is built into the dataset of that atom. Seen from outside the atom, it is a charge $+e$.

(a) In an insulator, the missing electron is replaced by a uniform negative background. How does the calculated energy approach its limit $E_\infty$ for large $L$?

(b) What changes in a metal?

(c) Which cells bring the error below 0.1 eV?

**Conventions.** The symbol $e^2$ stands for $e^2/(4\pi\varepsilon_0)=14.40$ eV Å. The cell average of the electrostatic potential is set to zero. The dielectric constant $\varepsilon$ is the electronic one, because the nuclei do not move during core ionization. The valence electrons respond linearly at long range. The energy needed to place the result relative to a band edge or the vacuum is a separate question.

## Solution

### The bare charge

Take first a point charge $e$ in each cell, with its background and no other matter. Let $-\alpha e/L$ be the potential at the charge due to all images and the background. This defines the Madelung constant $\alpha$. The background has no energy in a potential of zero average, so the energy per cell is half the charge times this potential, $-\alpha e^2/(2L)$.

To find $\alpha$, attach to each charge its own cube of background. Such a neutral cube has no dipole or quadrupole moment, so the sum over cubes converges. With lengths in units of $L$, the potential at the charge is

$$
S=\lim_{M\to\infty}\Big[\sum_{\mathbf m\neq0,\ |m_i|\le M}\frac1{|\mathbf m|}-\int_{\text{cube of side }2M+1}\frac{d^3u}{u}\Big].
$$

This sum does not have zero average. For a cell density $\rho$ without charge, dipole or quadrupole, $\tilde\rho(\mathbf k)\approx-\tfrac{k^2}{6}\int\rho r^2$, and the average potential is the limit of $4\pi\tilde\rho/k^2$ per unit volume, $-\tfrac{2\pi}{3}\int\rho r^2$. The point charge at the origin contributes nothing to $\int\rho r^2$. The background contributes $-3\cdot\tfrac1{12}=-\tfrac14$. The average is therefore $+\pi/6$, and subtracting it gives

$$
\alpha=\frac{\pi}{6}-S=2.8373 .
$$

### The same constant as an error of a sum

Let $\mathbf k$ run over the reciprocal vectors of the supercell. The periodic potential of a unit charge is $\phi(\mathbf r)=L^{-3}\sum_{\mathbf k\ne0}(4\pi/k^2)e^{i\mathbf k\cdot\mathbf r}$. Near the charge,

$$
\phi=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\dots
$$

The quadratic term follows from $\nabla^2\phi=4\pi/L^3$ in the background. The omitted terms are cubic harmonics with zero angular average. Now average $\phi-1/r$ over a Gaussian whose Fourier transform is $e^{-s^2k^2}$. It has $\langle r^2\rangle=6s^2$, so

$$
\frac1{L^3}\sum_{\mathbf k\neq0}\frac{4\pi}{k^2}e^{-s^2k^2}-\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-s^2k^2}=-\frac{\alpha}{L}+\frac{4\pi s^2}{L^3},
\tag{1}
$$

apart from terms exponentially small in $(L/s)^2$. The Madelung term is thus the error made when an integral over a $1/k^2$ singularity is replaced by a sum without the point $k=0$.

### (a) The insulator

Screening can be followed explicitly in a simple cubic lattice (constant $a$, $\Omega=a^3$, $N=L^3/\Omega$ sites per cell) of points with polarizability $\chi$. The hole sits on one site, labelled 0. Let $C_i$ be the energy of a charge $e$ at site $i$ in the periodic potential of the hole, with the hole's own $1/r$ removed at $i=0$. Let $\mathbf F_i$ be the hole's field at site $i$ and $T_{ij}$ the dipole coupling. The energy is

$$
E=\tfrac12C_0+\sum_i\frac{p_i^2}{2\chi}+\tfrac12\sum_{ij}\mathbf p_iT_{ij}\mathbf p_j-\sum_i\mathbf p_i\cdot\mathbf F_i .
$$

With $\mathbf F(\mathbf q)=\sum_i\mathbf F_ie^{-i\mathbf q\cdot\mathbf R_i}$, and likewise for the other quantities, the minimum satisfies $(1/\chi+T)\mathbf p=\mathbf F$ for each $\mathbf q$. The minimum exists when $1/\chi+T$ is positive definite for every $\mathbf q$. The lowest eigenvalue of $T$ on this lattice is $-5.35/\Omega$, which limits the model to $\varepsilon$ below about 11.8, with $\varepsilon$ related to $\chi$ as shown below. At the minimum the three dipole terms add up to $-\tfrac12\sum_i\mathbf p_i\cdot\mathbf F_i$. Since $C_0=N^{-1}\sum_{\mathbf q}C(\mathbf q)$,

$$
E(L)=\frac1{2N}\sum_{\mathbf q}w(\mathbf q),\qquad w=C-\mathbf F^\dagger(1/\chi+T)^{-1}\mathbf F ,
\tag{2}
$$

where $\mathbf q$ runs over the $N$ supercell vectors in the Brillouin zone. For $\mathbf q\ne0$, $w(\mathbf q)$ does not depend on $L$, because the sum over cell sites and images is a sum over the infinite lattice. At $\mathbf q=0$, $\mathbf F=0$ by inversion symmetry, and $w(0)=C(0)$ is finite.

The behaviour at small $q$ decides the convergence. A sum over sites equals $1/\Omega$ times a sum of the continuous Fourier transform over $\mathbf q+\mathbf G$, and only $\mathbf G=0$ is singular:

$$
C=\frac{4\pi e^2}{\Omega q^2}+O(1),\qquad
\mathbf F=-\frac{4\pi ie\,\mathbf q}{\Omega q^2}+O(q),\qquad
T=\frac{4\pi}{\Omega}\Big(\hat{\mathbf q}\hat{\mathbf q}-\tfrac13\Big)+O(q^2).
$$

The $-\tfrac13$ arises because the regular part of $T$ at $q=0$ is isotropic by cubic symmetry, while the trace of $T$ must vanish since $\nabla^2(1/r)=0$ between different sites. The field is parallel to $\mathbf q$, where $T=8\pi/(3\Omega)$. With $x=4\pi\chi/(3\Omega)$,

$$
w\to\frac{4\pi e^2}{\Omega q^2}\Big[1-\frac{4\pi/\Omega}{1/\chi+8\pi/(3\Omega)}\Big]
=\frac{4\pi e^2}{\Omega q^2}\Big[1-\frac{3x}{1+2x}\Big]
=\frac{4\pi e^2}{\Omega q^2}\,\frac{1-x}{1+2x}.
$$

The last factor is $1/\varepsilon$. Indeed, in a macroscopic field $\mathcal E$ the local field is $\mathcal E+4\pi P/3$, so $P=(\chi/\Omega)(\mathcal E+4\pi P/3)$. Hence $4\pi P/\mathcal E=3x/(1-x)$ and $\varepsilon=1+4\pi P/\mathcal E=(1+2x)/(1-x)$. Therefore

$$
w(\mathbf q)=\frac{4\pi e^2}{\Omega\varepsilon q^2}+O(1).
\tag{3}
$$

This form does not rest on point dipoles: in a cubic insulator, a slowly varying potential is reduced by $\varepsilon$, whatever the local details.

Now split $w$ into two parts. The first is the lattice-periodic sum over $\mathbf G$ of $\frac{4\pi e^2}{\Omega\varepsilon}\frac{e^{-s^2|\mathbf q+\mathbf G|^2}}{|\mathbf q+\mathbf G|^2}$, without its infinite term. Summing it over the Brillouin zone is the same as summing one term over all $\mathbf k\neq0$. Since $1/(2N)=\Omega/(2L^3)$, equation (1) gives its error as

$$
\frac{\Omega}{2}\cdot\frac{e^2}{\Omega\varepsilon}\Big(-\frac{\alpha}{L}\Big)+O(L^{-3}).
$$

The second part, $g$, is bounded, but its limit at $q\to0$ may depend on direction. Let $h=2\pi/L$ be the mesh spacing, and cut $g$ smoothly into shells of radius $Q$, $2Q$, $4Q$ and so on, starting at $Q\sim h$. In each shell $g$ is a smooth function of $\mathbf q/Q$. For a smooth function that vanishes outside the shell, the difference between sum and integral falls faster than any power of $h/Q$, so it is at most of order $Q^3(h/Q)^4=h^4/Q$. Adding the shells gives order $h^3$. The point $\mathbf q=0$ also has weight $h^3$. Hence

$$
\boxed{E(L)=E_\infty-\frac{\alpha e^2}{2\varepsilon L}+O(L^{-3})}
\tag{4}
$$

For large $L$ the calculated energy is too low. In the bare case the attraction of the hole to its own cube of background, $-2.38\,e^2/L$, outweighs the self-repulsion of that background, $+0.94\,e^2/L$, and the other cells add only $+0.02\,e^2/L$. The correction $+\alpha e^2/(2\varepsilon L)$ must be added to the ionization energy. For $\varepsilon=1$ the bare result returns, and for $\varepsilon\to\infty$ the term vanishes.

A core-level shift between two sites of the same host is less sensitive. Both holes have the same charge and hence the same leading term (3), so the $1/L$ errors cancel if the cells are equal. Between different hosts or different cell sizes they cancel only if the product $\varepsilon L$ happens to be the same.

### (b) The metal

In a metal, charge can flow to the hole. Let $n_i$ be the number of electrons added at site $i$. Let $U$ be the cost of charging a site (its Coulomb repulsion plus the inverse density of states) and $W$ the attraction between hole and electron on the same site. With $C_{ij}$ the periodic Coulomb matrix, and energies counted from the Fermi level,

$$
E=\tfrac12C_{00}+\tfrac12\sum_{ij}n_i(C_{ij}+U\delta_{ij})n_j-\sum_in_i(C_{i0}+W\delta_{i0}).
$$

For $\mathbf q\ne0$ the minimum is $n=(C+W)/(C+U)$, and

$$
w=C-\frac{(C+W)^2}{C+U}=\frac{C(U-2W)-W^2}{C+U}\ \xrightarrow{\,q\to0\,}\ U-2W ,
\tag{5}
$$

because $C\to\infty$. The singularity has gone. Since $q^2C$ is analytic near $q=0$, so is $w$, provided that $C+U>0$ for all $\mathbf q$, which is the condition for a stable metal.

The term $\mathbf q=0$ depends on the electron count. If the removed electron is returned at the Fermi level, the cell is neutral and $n(0)=1$:

$$
w(0)=C(0)+[C(0)+U]-2[C(0)+W]=U-2W .
$$

This is the limit in (5), so the sum samples an analytic periodic function on a complete mesh, and its error decreases exponentially with $L$. If the cell is left charged, $n(0)=0$ and $w(0)=C(0)=-\alpha e^2/a$. The additional error is

$$
\frac{1}{2N}\,[C(0)-U+2W]\propto L^{-3}.
\tag{6}
$$

Neither cell has a $1/L$ term. The exponential law belongs to this model with smooth screening. A real Fermi surface makes the response non-analytic, and k-point sampling adds its own error, so cell sizes for a real metal must be tested.

### (c) Cell sizes

Setting the leading term of (4) equal to an error $\delta$ gives

$$
L=\frac{\alpha e^2}{2\varepsilon\delta}=\frac{20.43\ \text{eV Å}}{\varepsilon\,\delta},
\qquad \delta=0.1\ \text{eV}:\quad L\approx\frac{204\ \text{Å}}{\varepsilon}.
$$

With one atom per 27 Å$^3$, the leading term alone gives these sizes for the uncorrected calculation:

| $\varepsilon$ | $L$ (Å) | atoms, about |
|---|---|---|
| 2 | 102 | 39 000 |
| 5 | 41 | 2500 |
| 10 | 20 | 320 |
| 20 | 10 | 40 |

The atom number falls as $\varepsilon^{-3}$. The last two rows should be read with caution, since the higher terms may matter in cells this small. In the dipole lattice with $a=3$ Å and $\varepsilon=10$, close to its stability limit, they add $+0.04$ eV at 21 Å, where the uncorrected error is $-0.06$ eV. At 12 Å they leave a corrected error of 0.18 eV, while the uncorrected error there is only $+0.01$ eV, because the higher terms happen to cancel the leading one. In this case the correction reduces the error only from 21 Å upward, and the corrected error falls below 0.1 eV from 18 Å.

How much the correction helps depends on these higher terms, which the two models supply for one set of round parameters: $a=3$ Å, $\varepsilon=5$, $U=28$ eV, $W=24$ eV. For the site shift, the second hole sits at the body centre of the lattice, as on an unpolarizable probe atom. The table gives errors in eV relative to the large-cell limit. The last column is the smallest tested cell from which all larger tested cells stay below 0.1 eV; the tests start at 6 Å and go up in steps of 3 Å.

| Case | 6 Å | 12 Å | 24 Å | 42 Å | $L$ for 0.1 eV |
|---|---|---|---|---|---|
| insulator, uncorrected | −0.533 | −0.281 | −0.167 | −0.097 | 42 Å |
| insulator, corrected | 0.148 | 0.059 | 0.003 | 0.000 | 12 Å |
| insulator, site shift | −0.084 | −0.018 | 0.004 | 0.001 | 6 Å |
| metal, neutral cell | 0.011 | 0.000 | 0.000 | 0.000 | 6 Å |
| metal, charged cell | 0.410 | 0.050 | 0.006 | 0.001 | 12 Å |

The metal rows depend on $U$ and $W$. With $U=28$ eV and $W=10$ eV the errors at 6 Å are $+0.23$ eV (neutral) and $-1.12$ eV (charged), and the cells needed are 9 and 15 Å. With $U=60$ eV and $W=24$ eV they are 12 and 15 Å, and with $U=28$ eV and $W=40$ eV they are 9 and 18 Å. The sign of the additional error (6) is that of $C(0)-U+2W$.

For the insulator, at $L=12$ Å the correction is $20.43/(5\times12)=0.340$ eV. It changes the error from $-0.281$ to $+0.059$ eV, and 64 sites then do what took 2744 without it. If $\varepsilon$ is taken 10 percent too large, the correction becomes 0.310 eV, a change of 0.03 eV. This direction happens to lower the error, to $+0.028$ eV. With $\varepsilon$ 10 percent too small, the correction is 0.378 eV and the error $+0.097$ eV, only just within the target. The effect of a given relative error in $\varepsilon$ scales as $1/(\varepsilon L)$, so a smaller $\varepsilon$ or a smaller cell needs a more accurate value.

The corrected insulating energies do not display a clean $L^{-3}$ law at $\varepsilon=5$. A free fit of the powers 0, 1, 3 and 5 of $a/L$ to the cells from 42 to 90 Å gives a cubic coefficient of only about $-0.2$ eV but a fifth-order one of about 80 eV, so the fifth-order term still counts in the cells used. These two values are poorly determined, the cubic one not even in order of magnitude. The misfit of 0.0012 eV Å in the fitted $1/L$ coefficient is worth $1.3\times10^{-5}$ eV at 90 Å, twice the fitted cubic term there, so this fit establishes only the smallness of the cubic coefficient. With the $1/L$ coefficient fixed at its exact value, a fit of the powers 0, 3, 5 and 7 to cells from 72 to 192 Å gives about $-0.02$ and 55 eV. The cubic coefficient is small because it changes sign near this $\varepsilon$: it is $-0.23$ eV at $\varepsilon=4$ and $+0.14$ eV at $\varepsilon=6$. At $\varepsilon=1.5$ the coefficients are $-0.9$ and 2 eV, and the inverse-cube law is visible. That short-range polarization of the dipole lattice causes the large term at $\varepsilon=5$ is a conjecture. The leading coefficient is not in doubt, although in smaller cells the higher terms distort the fitted slope: the free fit over 42 to 90 Å gives $-4.084$ eV Å, and $-\alpha e^2/(2\varepsilon)$ is $-4.086$ eV Å. The numerical check below contains the free fits over 42 to 90 Å.

### Where the estimate fails

Equation (4) assumes a cubic cell, an isotropic $\varepsilon$ and a hole that stays charged. An anisotropic crystal needs the dielectric tensor in the Madelung sum, and a slab has a different electrostatic problem. If an electron is kept in the insulating cell and binds to the core hole as an exciton, the defect is neutral at long range and the correction must not be applied. In a cell not much larger than the region where the valence electrons respond strongly, the remainder can be as large as the target accuracy, as the 6 Å entry for the corrected insulator shows.

## Computed results

```
Madelung constant, direct cubes: 2.837297
Madelung constant, Ewald: 2.837297
e^2/(4 pi eps0) = 14.3996 eV angstrom
alpha e^2/2 = 20.428 eV angstrom
Model: a = 3.0 angstrom, eps = 5.0, U = 28.0 eV, W = 24.0 eV
Site polarizability = 3.6833 angstrom^3
Fitted 1/L coefficient and formula, eV angstrom:
  eps 1.5: fit -13.6187, formula -13.6187
  eps 2.5: fit -8.1712, formula -8.1712
  eps 5.0: fit -4.0844, formula -4.0856
  site shift: fit -0.00098
Fitted coefficients of (a/L)^2, (a/L)^3, (a/L)^5 in eV, and ratio
  of remainders (pure inverse cube: 1.4996):
  eps 1.5: 0.00005, -0.887, 2.17; ratio 1.4918
  eps 2.5: 0.00035, -0.697, 10.78; ratio 1.4486
  eps 5.0: 0.01093, -0.169, 82.99; ratio 2.8047
Limits: insulator -2.8713 eV, shift -1.0927 eV, metal -10.3296 eV
Errors in eV; columns: L (angstrom), insulator uncorrected,
  insulator corrected, site shift, metal neutral, metal charged
  6.0   -0.533402    0.147533   -0.084115    0.011449    0.410280
  9.0   -0.329755    0.124202   -0.076375    0.000855    0.119028
 12.0   -0.281079    0.059388   -0.017539    0.000077    0.049931
 15.0   -0.245687    0.026687   -0.001202    0.000007    0.025533
 18.0   -0.214916    0.012062    0.003525    0.000001    0.014772
 24.0   -0.167488    0.002746    0.003632    0.000000    0.006232
 30.0   -0.135411    0.000776    0.002292    0.000000    0.003191
 36.0   -0.113212    0.000277    0.001415    0.000000    0.001846
 39.0   -0.104580    0.000179    0.001128    0.000000    0.001452
 42.0   -0.097155    0.000122    0.000911    0.000000    0.001163
 60.0   -0.068068    0.000025    0.000314   -0.000000    0.000399
 90.0   -0.045385    0.000011    0.000089    0.000000    0.000118
Smallest tested cells (from 6 angstrom up) with error below 0.1 eV:
  insulator, uncorrected: L = 42.0 angstrom, 2744 sites
  insulator, corrected: L = 12.0 angstrom, 64 sites
  insulator, site shift: L = 6.0 angstrom, 8 sites
  metal, neutral cell: L = 6.0 angstrom, 8 sites
  metal, charged cell: L = 12.0 angstrom, 64 sites
Uncorrected size from the formula for 0.1 eV, one atom per 27 angstrom^3:
  eps = 2: L = 102.1 angstrom, about 39466 atoms
  eps = 5: L = 40.9 angstrom, about 2526 atoms
  eps = 10: L = 20.4 angstrom, about 316 atoms
  eps = 20: L = 10.2 angstrom, about 39 atoms
L = 12 angstrom: correction 0.3405 eV; with eps 10 percent too large 0.3095 eV
  resulting error of the correction: 0.0310 eV
```
